# Second-Order Capacitance of a Corrugated Gate Facing a Flat Electrode

A film's permittivity or thickness can be deduced from a measured capacitance by means of the flat-plate formula. If one electrode is rough, the formula assigns the effect of the roughness to the permittivity or the thickness. Averaging the local plate capacitance $\varepsilon/h(x)$ over the surface is an incomplete cure, because the average knows nothing about the lateral scale of the roughness. For a gap of 10 nm and a corrugation of amplitude 1 nm and wavelength 20 nm, it predicts an increase of 0.50 %, whereas the solution of Laplace's equation gives 1.56 %. The missing part comes from field lines that bend towards the nearest parts of the gate.

## Geometry and assumptions

A flat electrode occupies the plane $z=0$ and is held at potential zero. The gate is the conductor above the surface

$$z=h(x)=d+a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad 0<a<d, \tag{1}$$

and is held at $V>0$. Nothing depends on $y$. The mean gap $d$ is held fixed whenever $a$ or $\lambda$ is varied. The places where $\cos kx=-1$, at which the gate comes closest to the flat electrode, are called crests; those with $\cos kx=+1$ are called troughs.

Both electrodes are ideal metals, so each surface is an equipotential. The dielectric is uniform, isotropic, linear and free of space charge, with permittivity $\varepsilon$. The potential therefore obeys

$$\nabla^2\phi=0,\qquad \phi(x,0)=0,\qquad \phi(x,h(x))=V. \tag{2}$$

Angle brackets denote an average over one period in $x$. The outward normal of the flat electrode points along $+z$, so its surface charge density is $\varepsilon E_z=-\varepsilon\,\partial_z\phi$. The field flux through the two sides of one period cancels, and Gauss's law then gives the gate the opposite total charge. The capacitance per projected area is thus

$$C=\frac{\varepsilon}{V}\left\langle\partial_z\phi\right\rangle_{z=0},\qquad C_0=\frac{\varepsilon}{d}, \tag{3}$$

where $C_0$ belongs to the flat gate, $a=0$.

## Expansion in the amplitude

Let $a\ll d$ and $ak\ll1$. Write $\eta=a\cos kx$ and $\phi=\phi_0+\phi_1+\phi_2+\dots$, with $\phi_n$ proportional to $a^n$. Each term is harmonic and vanishes at $z=0$. The gate condition is transferred to the plane $z=d$ by a Taylor series. Near the crests this plane lies inside the metal; there $\phi_n$ means the harmonic continuation of the potential in the dielectric. Up to second order,

$$V=\phi_0+\eta\,\partial_z\phi_0+\tfrac12\eta^2\partial_z^2\phi_0+\phi_1+\eta\,\partial_z\phi_1+\phi_2\quad\text{at }z=d. \tag{4}$$

**Order zero.** The conditions $\phi_0(0)=0$ and $\phi_0(d)=V$ give

$$\phi_0=\frac{Vz}{d},\qquad \partial_z\phi_0=\frac Vd,\qquad \partial_z^2\phi_0=0. \tag{5}$$

**Order one.** The terms of (4) linear in $a$ require

$$\phi_1(x,d)=-\eta\,\partial_z\phi_0=-\frac{Va}{d}\cos kx. \tag{6}$$

A harmonic function with lateral dependence $\cos kx$ has a vertical factor $f$ with $f''=k^2f$. The solution that vanishes at $z=0$ is $\sinh kz$, and (6) fixes its coefficient:

$$\phi_1=-\frac{Va}{d}\cos kx\,\frac{\sinh kz}{\sinh kd}. \tag{7}$$

Its average over $x$ is zero, so it moves charge sideways without changing the total. There is no first-order change of $C$.

**Order two.** Since $\partial_z^2\phi_0=0$, the quadratic terms of (4) leave $\phi_2=-\eta\,\partial_z\phi_1$ at $z=d$. From (7),

$$\partial_z\phi_1(x,d)=-\frac{Vak}{d}\coth(kd)\cos kx. \tag{8}$$

The two minus signs cancel, and $\cos^2kx=\tfrac12(1+\cos2kx)$ gives

$$\phi_2(x,d)=\frac{Va^2k}{2d}\coth(kd)\,(1+\cos2kx). \tag{9}$$

The constant part continues into the dielectric as a linear function of $z$, and the $\cos2kx$ part as $\sinh2kz$:

$$\phi_2=\frac{Va^2k}{2d}\coth(kd)\left[\frac zd+\cos2kx\,\frac{\sinh2kz}{\sinh2kd}\right]. \tag{10}$$

Only the first term in the bracket has a mean slope at $z=0$. Together with (5), it gives

$$\left\langle\partial_z\phi\right\rangle_{z=0}=\frac Vd+\frac{Va^2k}{2d^2}\coth(kd)+\dots$$

Inserting this in (3) and dividing by $C_0$ yields

$$\boxed{\frac{C}{C_0}=1+\frac{a^2k}{2d}\coth(kd)+O(a^4)} \tag{11}$$

The remainder has no cubic term. Replacing $a$ by $-a$ is the same as shifting the gate by half a period, which leaves $C$ unchanged, so odd powers of $a$ are absent.

The result can also be read as a smaller effective gap. Setting $C=\varepsilon/d_{\rm eff}$ and using $1/(1+\delta)=1-\delta+O(\delta^2)$,

$$d_{\rm eff}=d-\frac{a^2k}{2}\coth(kd)+O(a^4). \tag{12}$$

## Where the increase comes from

The field at the gate shows the mechanism. To first order, the normal derivative of $\phi$ at the gate equals $\partial_z\phi$, since the tilt of the surface enters only in second order. Because $\partial_z^2\phi_0=0$, it is the sum of $V/d$ and (8):

$$\partial_n\phi=\frac Vd\left[1-ak\coth(kd)\cos kx\right]. \tag{13}$$

The field is strengthened at the crests and weakened at the troughs.

To connect this with $C$, let the gate move by a small $\delta h(x)$. The stored energy gives $CV^2=\varepsilon\langle\int_0^h|\nabla\phi|^2dz\rangle$. Its variation has two parts: the added volume, and the change $\delta\phi$ of the potential in the old volume. The moved gate is still at $V$, so on the old surface $\delta\phi=-\partial_z\phi\,\delta h$. Integration by parts, with $\nabla^2\phi=0$, turns the second part into a surface integral:

$$\frac{V^2\delta C}{\varepsilon}=\left\langle|\nabla\phi|^2\delta h\right\rangle-2\left\langle\partial_z\phi\,\partial_n\phi\,\frac{ds}{dx}\,\delta h\right\rangle .$$

On an equipotential $|\nabla\phi|=\partial_n\phi$ and $\partial_z\phi=n_z\partial_n\phi$, while $n_z\,ds=dx$. Hence

$$\delta C=-\frac{\varepsilon}{V^2}\left\langle(\partial_n\phi)^2\,\delta h\right\rangle. \tag{14}$$

For a flat gate this reduces to $\delta C=-\varepsilon\,\delta h/d^2$, as it should. Each part of the gate thus contributes in proportion to the square of its local field.

Now increase the amplitude, $\delta h=\cos kx\,\delta a$. Squaring (13) to first order in $a$ gives

$$\frac{dC}{da}=-\frac{\varepsilon}{d^2}\left\langle\left[1-2ak\coth(kd)\cos kx\right]\cos kx\right\rangle=\frac{\varepsilon ak}{d^2}\coth(kd), \tag{15}$$

because $\langle\cos kx\rangle=0$ and $\langle\cos^2kx\rangle=\tfrac12$. Integration from zero to $a$ reproduces (11). The crests advance and the troughs retreat by equal distances, but the crests do so in a stronger field, so the gain exceeds the loss. At shorter wavelength the contrast between the two fields is larger, and so is the net gain.

The increase is not a measure of added surface area. The relative excess area is $\langle\sqrt{1+h'^2}\rangle-1\simeq\tfrac12a^2k^2\langle\sin^2kx\rangle=a^2k^2/4$. It varies as $k^2$, whereas the capacitance increase in (11) grows as $k$ when $kd\gg1$.

## Long and short wavelengths

For $kd\ll1$, $\coth(kd)=1/(kd)+kd/3+\dots$, and

$$\frac{C}{C_0}-1\simeq\frac{a^2}{2d^2}\left(1+\frac{k^2d^2}{3}\right). \tag{16}$$

The leading term is the local-thickness average. The substitution $t=\tan(\xi/2)$, with $\xi=kx$, gives

$$\left\langle\frac1h\right\rangle=\frac1\pi\int_0^\infty\frac{2\,dt}{(d+a)+(d-a)t^2}=\frac{1}{\sqrt{d^2-a^2}}, \tag{17}$$

whose expansion is $(1/d)(1+a^2/2d^2+3a^4/8d^4+\dots)$.

For $kd\gg1$, $\coth(kd)\to1$ and the increase becomes $a^2k/2d$. By (12) the effective gap then shrinks by $a^2k/2$, a length independent of $d$. The flat electrode is too far away to feel the individual crests: from (7), the field modulation there has the amplitude $ak/\sinh(kd)$ relative to $V/d$, which is exponentially small.

## Growth with decreasing wavelength

At fixed $a$ and $d$, the second-order term depends on wavelength through $k\coth(kd)$. Its derivative is

$$\frac{d}{dk}\left[k\coth(kd)\right]=\coth(kd)-\frac{kd}{\sinh^2kd}=\frac{\tfrac12\sinh(2kd)-kd}{\sinh^2kd}>0, \tag{18}$$

where $\sinh kd\cosh kd=\tfrac12\sinh2kd$ was used; the sign follows from $\sinh u>u$ for $u>0$. Shorter wavelengths therefore raise the capacitance, within the range of the expansion.

The direction of this trend does not depend on the expansion. With $\xi=kx$ the gate is $h=d+a\cos\xi$, whose shape is free of $k$, and $\partial_x=k\,\partial_\xi$. Define, for any function that satisfies the electrode conditions,

$$J_k[\phi]=\left\langle\int_0^{h(\xi)}\left(k^2\phi_\xi^2+\phi_z^2\right)dz\right\rangle,\qquad C(k)=\frac{\varepsilon}{V^2}\min_\phi J_k[\phi]. \tag{19}$$

The minimum is reached by the true potential. If $w$ vanishes on both electrodes, the cross term between $\phi$ and $w$ in $J_k[\phi+w]$ vanishes after integration by parts, and what remains is $J_k[\phi]+J_k[w]\ge J_k[\phi]$.

Take $k_1<k_2$, and let $\phi^{(2)}$ be the true potential for $k_2$. Used as a trial function for $k_1$, it gives

$$\frac{V^2C(k_1)}{\varepsilon}\le J_{k_1}[\phi^{(2)}]=\frac{V^2C(k_2)}{\varepsilon}-(k_2^2-k_1^2)\left\langle\int_0^h\left(\phi^{(2)}_\xi\right)^2dz\right\rangle. \tag{20}$$

The last integral is positive. If it were zero, $\phi^{(2)}$ would depend on $z$ alone and, being harmonic, would be linear in $z$; it could not then equal $V$ at all the different heights of the gate. Hence $C(k_1)<C(k_2)$ for any $a<d$.

The growth is bounded. For the lower bound, drop the lateral term in (19) and use the Cauchy–Schwarz inequality $V^2=(\int_0^h\phi_z\,dz)^2\le h\int_0^h\phi_z^2\,dz$. For the upper bound, take the trial function that rises linearly to $V$ at $z=d-a$ and stays at $V$ above that plane. With (17),

$$\frac{\varepsilon}{\sqrt{d^2-a^2}}\le C(k)\le\frac{\varepsilon}{d-a}. \tag{21}$$

The lower bound is the limit $k\to0$. This follows from the trial function $Vz/h(\xi)$, whose lateral energy is proportional to $k^2$ and vanishes in that limit.

The upper bound limits the use of (11), whose right side grows without end as $\lambda\to0$. For $kd\gg1$ the formula crosses the bound when $a^2k/2d=a/(d-a)$, that is, at

$$\lambda_{\times}=\frac{\pi a(d-a)}{d}. \tag{22}$$

It has lost accuracy well before this point, since $ak$ is then at least 2. The upper bound also shows that the choice of fixed length matters. If the smallest gap $d-a$ is held fixed instead of the mean gap, corrugation cannot raise the capacitance above that of a flat gate at this smallest distance.

## Several wavelengths

Let $\eta=\sum_ja_j\cos(k_jx+\theta_j)$, with distinct $k_j>0$ and a common period. The first-order potential is a sum of terms like (7), and the mean of $\phi_2$ at $z=d$ is $-\langle\eta\,\partial_z\phi_1\rangle$. Products of cosines with different $k_j$ average to zero, so

$$\frac{C}{C_0}=1+\sum_j\frac{a_j^2k_j}{2d}\coth(k_jd) \tag{23}$$

to second order. The phases drop out at this order. At a given mean square height $\sum_ja_j^2/2$, a surface with more of its roughness at short wavelengths then has the larger capacitance, as long as the second-order terms decide. Small slopes alone do not ensure this. If all wavelengths are long compared with $d$, the second-order terms are nearly equal, and a third-order term that depends on the phases can reverse the order.

## Numerical tests of the formula

The expansion was compared with a solution that does not assume small amplitude. The potential is written as a sum of harmonic functions that vanish at $z=0$, and their coefficients are fitted so that $\phi=V$ on the true curved gate. This is called the full solution below.

For $kd=0.3$, 1, 3 and 6, the quadratic coefficient was extracted from amplitudes $a/d=0.01$ and 0.005 and extrapolated to zero amplitude. It agrees with (11) to a relative error of at most $2.6\times10^{-7}$. When $a/d$ is halved from 0.02 to 0.01, the remainder falls by a factor of 16.00 at $kd=0.5$ and 15.92 at $kd=6$, as a fourth-order remainder should.

At the larger amplitude $a/d=0.3$, the full $C/C_0$ rises from 1.0483 at $kd=0.05$ to 1.0625 at $kd=1$, and it increases at each of the three values tested in between. Both ends lie within the bounds 1.0483 and 1.4286 from (21); the lower value exceeds its bound by $4\times10^{-5}$. A separate minimization of (19) at $kd=1$ also gives 1.0625.

## A high-k capacitor

Consider a metal–insulator–metal test capacitor with a generic binary high-k oxide. The rough typical values are a relative permittivity $\varepsilon_r=20$, a mean gap of 10 nm, a bias of 1 V and a temperature of 300 K. The corrugation amplitude is 1 nm. The flat capacitance is

$$C_0=\frac{20\,\varepsilon_0}{10\ \text{nm}}=1.771\ \mu\text{F/cm}^2 .$$

For $\lambda=20$ nm, $k=0.3142\ \text{nm}^{-1}$, $kd=3.142$ and $\coth(kd)=1.0037$. Equation (11) gives

$$\frac{C}{C_0}-1=\frac{(1\ \text{nm})^2(0.3142\ \text{nm}^{-1})(1.0037)}{2(10\ \text{nm})}=1.58\ \% .$$

The same calculation at three wavelengths, with amplitude and mean gap fixed, gives:

| $\lambda$ (nm) | $ak$ | Eq. (11) (%) | Full solution (%) |
|---:|---:|---:|---:|
| 100 | 0.063 | 0.564 | 0.568 |
| 50 | 0.126 | 0.739 | 0.743 |
| 20 | 0.314 | 1.577 | 1.564 |

The long-wavelength limit of (11) is 0.500 %, and that of the full solution, by (17), is 0.504 %; the wavelength of 20 nm thus roughly triples the effect. The full capacitance there is 1.80 μF/cm², or 18.0 fF/μm². With ideal metals, an observer who used the flat formula with the correct mean gap would infer a permittivity of 20.3 instead of 20. One who trusted the permittivity would infer a gap 0.15 nm too small. The potential drop inside real electrodes, estimated in the last section, acts in the opposite direction and can outweigh both errors.

At 100 nm the formula is slightly low. The difference of 0.004 percentage points matches the fourth-order term $3a^4/8d^4$ of the long-wavelength average. At 20 nm the formula is slightly high, so the remainder has changed sign between 50 and 20 nm.

At $\lambda=5$ nm the slope parameter is $ak=1.26$, and the expansion has no claim to validity. Equation (11) gives 6.3 %, while minimization of the field energy gives 5.0 %. The capacitance still grows, but more slowly than the formula says. The upper bound on the increase is 11.1 %, and by (22) the formula would violate it below 2.8 nm.

The crest field at $\lambda=20$ nm follows from (13):

$$(1\ \text{MV/cm})\left[1+(0.3142)(1.0037)\right]=1.32\ \text{MV/cm}.$$

The full solution gives 1.33 MV/cm. With ideal metals, a corrugation that changes the capacitance by less than 2 % thus raises the crest field by about a third. That field is still only a third of a rough breakdown field of 4 MV/cm.

## Comparison with real devices

Of the departures from the model that are estimated here, the largest is that real electrodes are not ideal metals. A metal screens over a short length, taken here as roughly 0.05 nm with a background permittivity of 1. Equating its capacitance $\varepsilon_0/(0.05\ \text{nm})$ to $\varepsilon_r\varepsilon_0/\ell$ gives an equivalent thickness of the high-k film, $\ell=1.0$ nm, for each electrode. In this simple model the flat device loses $2\ell/(d+2\ell)=17$ % of its capacitance, about ten times the roughness effect at 20 nm. The corrugated problem, solved again with this potential drop at both electrodes, gives an increase of 1.19 % instead of 1.56 % relative to a flat device with the same screening. At 100 nm it gives 0.41 % instead of 0.57 %. In this model, screening therefore shifts the absolute capacitance greatly and reduces the roughness effect by about a quarter, while the trend with wavelength remains at the three wavelengths computed. The model leaves out the spill-out of electrons from the metal and the bonding at the interface, so the size of the shift in a real device is uncertain. The other effects considered are smaller for the values assumed here. Dielectric nonlinearity is taken to change $C$ by roughly 0.1 % at 1 V. For a barrier of 1.5 eV and a tunnelling mass of 0.2 electron masses, the rough estimates of the tunnelling and thermionic currents are $10^{-8}$ and $10^{-15}$ A/cm². The first assumes the crest field along the whole path, which makes it too high, and leaves out the image force and the thermal spread of the electrons, which makes it too low. With the actual potential along the line through a crest, the estimate becomes about $10^{-10}$ A/cm² without the image force and a few times $10^{-9}$ A/cm² with it. Both estimates lie far below the displacement current of $10^{-2}$ A/cm² for a 1 V amplitude at 1 kHz. This does not hold for every oxide, because tunnelling depends exponentially on the barrier and the mass: with 1.0 eV and 0.1 electron masses it could exceed the displacement current. Leakage through traps, grain structure and local changes of permittivity are not included. Nor is roughness of the other electrode. If a film of constant vertical thickness follows a rough electrode, its two faces are corrugated in parallel, and the capacitance increase is smaller at long wavelengths and larger at short ones than that given here. A transistor differs further: its semiconductor channel adds a series capacitance of its own. The percentages above should not be carried over to it without solving that problem. The input values for these estimates, except those of the case with the lower barrier, are listed in the numerical output.

## Computed values

```
Relative permittivity (rough): 20.0
Mean gap: 10.0 nm; amplitude: 1.0 nm; bias: 1.0 V
Flat capacitance C0: 1.7708 uF/cm2
Long-wave limit of increase: 0.500 %
Wavelength 100 nm: k = 0.06283 1/nm, ak = 0.0628, kd = 0.6283
  coth(kd) = 1.7957
  increase, second order: 0.564 %
  increase, full solution: 0.568 %
  capacitance, full solution: 1.7809 uF/cm2
  effective gap reduction, full: 0.0565 nm
  increase with electrode screening: 0.406 %
Wavelength 50 nm: k = 0.12566 1/nm, ak = 0.1257, kd = 1.2566
  coth(kd) = 1.1763
  increase, second order: 0.739 %
  increase, full solution: 0.743 %
  capacitance, full solution: 1.7840 uF/cm2
  effective gap reduction, full: 0.0737 nm
  increase with electrode screening: 0.554 %
Wavelength 20 nm: k = 0.31416 1/nm, ak = 0.3142, kd = 3.1416
  coth(kd) = 1.0037
  increase, second order: 1.577 %
  increase, full solution: 1.564 %
  capacitance, full solution: 1.7985 uF/cm2
  effective gap reduction, full: 0.1540 nm
  increase with electrode screening: 1.192 %
Flat-device field: 1.000 MV/cm
Crest field at 20 nm, first order: 1.315 MV/cm
Crest field at 20 nm, full solution: 1.330 MV/cm
Rough breakdown field: 4.0 MV/cm; crest/breakdown = 0.33
Wavelength 5 nm: ak = 1.257
  increase, second order: 6.28 %
  increase, energy minimization: 5.03 %
Upper bound on increase: 11.11 %
Formula exceeds the bound below wavelength: 2.83 nm
Metal screening length (rough): 0.05 nm; dielectric equivalent: 1.00 nm
Flat capacitance lost to screening: 16.7 %
Dielectric nonlinearity at bias (rough): 0.10 %
Barrier (rough): 1.5 eV; tunnelling mass: 0.2 m_e
Tunnelling exponent at crest: 34.1
Tunnelling current, rough: 1.4e-08 A/cm2
Image-force barrier lowering: 0.22 eV (optical permittivity 4)
Thermionic current at 300 K, rough: 3.2e-15 A/cm2
Displacement current, 1 V amplitude at 1000 Hz: 1.1e-02 A/cm2
Test: worst relative error of quadratic coefficient: 2.6e-07
Test: remainder ratio on halving a: 16.00 (kd=0.5), 15.92 (kd=6)
Test: C/C0 at a/d=0.3, kd=0.05,0.2,0.4,0.7,1.0: 1.04832 1.04890 1.05071 1.05552 1.06248
Test: bounds at a/d=0.3: 1.04828 and 1.42857
Test: energy minimization at a/d=0.3, kd=1: 1.06248
```
